# Forces in electrostatic QM/MM embedding: field terms and Pulay terms: verification in Python

```python
"""
Electrostatic QM/MM embedding: forces from a converged RHF calculation.

Result under test, in atomic units (hbar = m = e = 1):
  Fock matrix       F = h0 + v + G(P),  v = -sum_M Q_M <mu| 1/|r-X_M| |nu>
  force on MM site  F_M = Q_M * (electric field of QM nuclei and electrons)
  force on nucleus  F_A = Z_A * (electric field) + Pulay term
P: density matrix, S: overlap, W = P F P / 2: energy-weighted density matrix,
Q_M, X_M: MM charges and positions, Z_A: nuclear charges.
The MM formula needs a stationary energy and no basis functions that move
with the MM sites; both conditions are also broken on purpose below.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, dft

BASIS = "6-31g*"
SYMBOLS = ["O", "H", "H"]
Z = np.array([8.0, 1.0, 1.0])
N_OCC = 5
ANGSTROM = 1e-10 / constants.physical_constants["Bohr radius"][0]
NANONEWTON = constants.physical_constants["atomic unit of force"][0] * 1e9
STEP = 5e-4  # finite-difference displacement, bohr


def build_molecule(qm, ghost=None):
    atoms = [(s, tuple(x)) for s, x in zip(SYMBOLS, qm)]
    if ghost is not None:
        atoms.append(("GHOST-H", tuple(ghost)))
    return gto.M(atom=atoms, basis=BASIS, unit="Bohr", verbose=0)


def inverse_distance(mol, point):
    with mol.with_rinv_origin(point):
        return mol.intor("int1e_rinv")


def grad_inverse_distance(mol, point):
    """<grad mu | 1/|r-point| | nu>, gradient with respect to r."""
    with mol.with_rinv_origin(point):
        return mol.intor("int1e_iprinv", comp=3)


def embedding_matrix(mol, sites, charges):
    return -sum(q * inverse_distance(mol, x) for q, x in zip(charges, sites))


def mean_field(eri, P):
    coulomb = np.einsum("mnls,ls->mn", eri, P)
    exchange = np.einsum("mlns,ls->mn", eri, P)
    return coulomb - 0.5 * exchange


def density(F, S):
    occupied = eigh(F, S)[1][:, :N_OCC]
    return 2.0 * occupied @ occupied.T


def classical_energy(qm, sites, charges):
    """Nuclear repulsion plus interaction of nuclei with MM charges."""
    energy = sum(Z[a] * Z[b] / np.linalg.norm(qm[a] - qm[b])
                 for a in range(3) for b in range(a))
    return energy + sum(Z[a] * q / np.linalg.norm(qm[a] - x)
                        for a in range(3) for q, x in zip(charges, sites))


def electronic_energy(P, h, eri):
    return np.sum(P * h) + 0.5 * np.sum(P * mean_field(eri, P))


def solve_scf(qm, sites, charges, ghost=None, start=None):
    mol = build_molecule(qm, ghost)
    S = mol.intor("int1e_ovlp")
    h0 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    v = embedding_matrix(mol, sites, charges)
    h = h0 + v
    eri = mol.intor("int2e")
    P = density(h, S) if start is None else start
    focks, residuals = [], []
    converged = False
    for iteration in range(200):
        F = h + mean_field(eri, P)
        product = F @ P @ S
        residual = product - product.T
        if iteration > 0 and np.abs(residual).max() < 1e-9:
            converged = True
            break
        focks = (focks + [F])[-7:]
        residuals = (residuals + [residual])[-7:]
        n = len(focks)
        B = -np.ones((n + 1, n + 1))
        B[n, n] = 0.0
        B[:n, :n] = [[np.vdot(a, b) for b in residuals] for a in residuals]
        B[:n, :n] /= max(np.vdot(residual, residual), 1e-30)
        rhs = np.zeros(n + 1)
        rhs[n] = -1.0
        weights = np.linalg.solve(B, rhs)[:n]
        P = density(sum(c * f for c, f in zip(weights, focks)), S)
    assert converged, "SCF not converged"
    energy = electronic_energy(P, h, eri) + classical_energy(qm, sites, charges)
    return SimpleNamespace(mol=mol, S=S, h0=h0, v=v, h=h, eri=eri, P=P, F=F,
                           W=0.5 * P @ F @ P, energy=energy)


def point_field(charges, sources, x):
    d = x - np.asarray(sources)
    return (np.asarray(charges) / np.linalg.norm(d, axis=1) ** 3) @ d


def electron_field(mol, P, x):
    return 2.0 * np.einsum("xmn,mn->x", grad_inverse_distance(mol, x), P)


def pulay_forces(state, sites, charges):
    """Pulay force on every basis centre, and its direct MM-potential part."""
    mol, P, W = state.mol, state.P, state.W
    mm = -sum(q * grad_inverse_distance(mol, x) for q, x in zip(charges, sites))
    eri1 = mol.intor("int2e_ip1", comp=3)
    fock1 = mol.intor("int1e_ipkin", comp=3) + mol.intor("int1e_ipnuc", comp=3)
    fock1 = fock1 + mm + np.einsum("xmnls,ls->xmn", eri1, P)
    fock1 = fock1 - 0.5 * np.einsum("xmlns,ls->xmn", eri1, P)
    overlap1 = mol.intor("int1e_ipovlp", comp=3)
    total, mm_part = [], []
    for first, last in mol.aoslice_by_atom()[:, 2:4]:
        block = slice(first, last)
        total.append(2 * np.sum(fock1[:, block] * P[block]
                                - overlap1[:, block] * W[block], axis=(1, 2)))
        mm_part.append(2 * np.sum(mm[:, block] * P[block], axis=(1, 2)))
    return np.array(total), np.array(mm_part)


def displaced(points, index, axis, amount):
    moved = np.array(points, dtype=float)
    moved[index, axis] += amount
    return moved


# ---------------------------------------------------------------- geometry
bond, angle_deg, oo_distance = 0.96, 105.0, 2.9
charges = np.array([-0.8, 0.4, 0.4])
r_oh, r_oo = bond * ANGSTROM, oo_distance * ANGSTROM
half, full = np.radians(angle_deg / 2), np.radians(angle_deg)
qm = r_oh * np.array([[0, 0, 0], [-np.cos(half), np.sin(half), 0],
                      [-np.cos(half), -np.sin(half), 0]])
axis_u = np.array([1.0, 0.2, 0.5])
axis_u /= np.linalg.norm(axis_u)
axis_w = np.cross(axis_u, [0.0, 0.0, 1.0])
axis_w /= np.linalg.norm(axis_w)
mm_oxygen = r_oo * axis_u
sites = np.array([mm_oxygen, mm_oxygen - r_oh * axis_u,
                  mm_oxygen + r_oh * (-np.cos(full) * axis_u
                                      + np.sin(full) * axis_w)])

gas = solve_scf(qm, sites, np.zeros(3))
emb = solve_scf(qm, sites, charges, start=gas.P)

# ------------------------- embedding matrix and field by real-space quadrature
grid_mol = gto.M(atom=[(s, tuple(x)) for s, x in
                       zip(SYMBOLS * 2, np.vstack([qm, sites]))],
                 basis="sto-3g", unit="Bohr", verbose=0)
grid = dft.gen_grid.Grids(grid_mol)
grid.level = 4
grid.prune = None
grid.build()
ao = emb.mol.eval_gto("GTOval_sph", grid.coords)
rho = np.einsum("gm,gm->g", ao @ emb.P, ao)
potential = np.zeros(len(rho))
grid_fields = []
for q, x in zip(charges, sites):
    d = x - grid.coords
    distance = np.linalg.norm(d, axis=1)
    potential -= q / distance
    grid_fields.append(-(grid.weights * rho / distance ** 3) @ d)
v_grid = ao.T @ (ao * (grid.weights * potential)[:, None])
error_v = np.abs(v_grid - emb.v).max()
el_fields = np.array([electron_field(emb.mol, emb.P, x) for x in sites])
error_field = np.abs(np.array(grid_fields) - el_fields).max()
assert error_v < 1e-5       # accuracy of the atom-centred quadrature
assert error_field < 5e-5   # the same, for a more singular integrand

# ----------------------- Fock matrix as slope of the energy at trial orbitals
trial = eigh(gas.h0, gas.S)[1]
P_trial = 2 * trial[:, :N_OCC] @ trial[:, :N_OCC].T
F_trial = trial.T @ (emb.h + mean_field(emb.eri, P_trial)) @ trial
error_fock, angle_step = 0.0, 1e-4
for i in range(N_OCC):
    for a in range(N_OCC, trial.shape[1]):
        values = []
        for theta in (angle_step, -angle_step):
            occ = trial[:, :N_OCC].copy()
            occ[:, i] = np.cos(theta) * trial[:, i] + np.sin(theta) * trial[:, a]
            values.append(electronic_energy(2 * occ @ occ.T, emb.h, emb.eri))
        slope = (values[0] - values[1]) / (2 * angle_step)
        error_fock = max(error_fock, abs(slope - 4 * F_trial[i, a]))
assert error_fock < 1e-5    # third-order error of the central difference

# ------------------------------------------------------------ analytic forces
nuc_fields = np.array([point_field(Z, qm, x) for x in sites])
fields = nuc_fields + el_fields
force_mm = charges[:, None] * fields
field_part = []
for A in range(3):
    others = [B for B in range(3) if B != A]
    field_part.append(Z[A] * (electron_field(emb.mol, emb.P, qm[A])
                              + point_field(Z[others], qm[others], qm[A])
                              + point_field(charges, sites, qm[A])))
field_part = np.array(field_part)
pulay, pulay_mm = pulay_forces(emb, sites, charges)
force_qm = field_part + pulay

# --------------------------------- forces from reconverged displaced energies
fd_mm, fd_qm = np.zeros((3, 3)), np.zeros((3, 3))
for k in range(3):
    for x in range(3):
        e = [solve_scf(qm, displaced(sites, k, x, s), charges,
                       start=emb.P).energy for s in (STEP, -STEP)]
        fd_mm[k, x] = -(e[0] - e[1]) / (2 * STEP)
        e = [solve_scf(displaced(qm, k, x, s), sites, charges,
                       start=emb.P).energy for s in (STEP, -STEP)]
        fd_qm[k, x] = -(e[0] - e[1]) / (2 * STEP)
error_mm = np.abs(fd_mm - force_mm).max()
error_qm = np.abs(fd_qm - force_qm).max()
assert error_mm < 1e-7
assert error_qm < 2e-6      # larger third derivatives along the O-H bonds
assert np.abs(fd_qm - (force_qm - pulay_mm)).max() > 1e-4

# --------------------------------------------- translation and rotation sums
net_force = force_qm.sum(axis=0) + force_mm.sum(axis=0)
net_without_pulay = field_part.sum(axis=0) + force_mm.sum(axis=0)
net_torque = np.cross(qm, force_qm).sum(axis=0) \
    + np.cross(sites, force_mm).sum(axis=0)
assert np.abs(net_force).max() < 1e-7
assert np.abs(net_torque).max() < 1e-7
assert np.abs(net_without_pulay).max() > 1e-4

# ------------------------------------------ response of the density matrix
plus, minus = [solve_scf(qm, displaced(sites, 1, 0, s), charges, start=emb.P)
               for s in (STEP, -STEP)]
dP = (plus.P - minus.P) / (2 * STEP)
response_mm = np.sum(emb.F * dP)
response_gain = np.sum(emb.v * dP)
response_cost = np.sum((emb.F - emb.v) * dP)
assert abs(response_mm) < 1e-7 and abs(response_gain) > 1e-5
plus, minus = [solve_scf(displaced(qm, 1, 0, s), sites, charges, start=emb.P)
               for s in (STEP, -STEP)]
response_qm = np.sum(emb.F * (plus.P - minus.P)) / (2 * STEP)
overlap_term = -np.sum(emb.W * (plus.S - minus.S)) / (2 * STEP)
assert abs(response_qm - overlap_term) < 1e-5 and abs(overlap_term) > 1e-3

# --------------- broken condition 1: basis functions attached to an MM site
ghost = solve_scf(qm, sites, charges, ghost=sites[1])
ghost_field_force = charges[1] * (point_field(Z, qm, sites[1])
                                  + electron_field(ghost.mol, ghost.P, sites[1]))
ghost_pulay = pulay_forces(ghost, sites, charges)[0][3]
fd_moving, fd_fixed = np.zeros(3), np.zeros(3)
for x in range(3):
    moving, fixed = [], []
    for s in (STEP, -STEP):
        moved = displaced(sites, 1, x, s)
        moving.append(solve_scf(qm, moved, charges, ghost=moved[1],
                                start=ghost.P).energy)
        fixed.append(solve_scf(qm, moved, charges, ghost=sites[1],
                               start=ghost.P).energy)
    fd_moving[x] = -(moving[0] - moving[1]) / (2 * STEP)
    fd_fixed[x] = -(fixed[0] - fixed[1]) / (2 * STEP)
assert np.abs(fd_fixed - ghost_field_force).max() < 1e-6
assert np.abs(fd_moving - ghost_field_force - ghost_pulay).max() < 1e-6
assert np.abs(fd_moving - ghost_field_force).max() > 1e-5

# -------- broken condition 2: one diagonalization instead of self-consistency
def one_step(mm_sites):
    v = embedding_matrix(gas.mol, mm_sites, charges)
    P = density(gas.F + v, gas.S)
    energy = electronic_energy(P, gas.h0 + v, gas.eri)
    return P, energy + classical_energy(qm, mm_sites, charges)


P_one = one_step(sites)[0]
one_field_force = charges[1] * (nuc_fields[1]
                                + electron_field(gas.mol, P_one, sites[1]))
fd_one = np.array([-(one_step(displaced(sites, 1, x, STEP))[1]
                     - one_step(displaced(sites, 1, x, -STEP))[1]) / (2 * STEP)
                   for x in range(3)])
gap_one = np.abs(fd_one - one_field_force).max()
assert gap_one > 10 * error_mm

# ------------------------------------------------------------ energy analysis
interaction = emb.energy - gas.energy
frozen = np.sum(gas.P * emb.v) + classical_energy(qm, sites, charges) \
    - classical_energy(qm, sites, np.zeros(3))
polarization = interaction - frozen
assert polarization < 0
frozen_force = charges[1] * (nuc_fields[1]
                             + electron_field(gas.mol, gas.P, sites[1]))


# --------------------------------------------------------------------- output
def vec(values, digits=6):
    return " ".join(f"{value:.{digits}f}" for value in values)


QM_NAMES, MM_NAMES = ["O", "H1", "H2"], ["O_M", "H_M1", "H_M2"]
print(f"O-H length {bond} A, angle {angle_deg} deg, O-O distance {oo_distance} A")
print(f"MM charges O_M, H_M1, H_M2: {vec(charges, 1)} e")
print(f"RHF/{BASIS}, basis functions: {emb.S.shape[0]}")
for name, x in zip(QM_NAMES + MM_NAMES, np.vstack([qm, sites])):
    print(f"position {name}: {vec(x, 4)} bohr")
print(f"energy without MM charges: {gas.energy:.6f} hartree")
print(f"energy with MM charges: {emb.energy:.6f} hartree")
print(f"interaction energy: {interaction:.6f} hartree")
print(f"  frozen-density part: {frozen:.6f} hartree")
print(f"  polarization part: {polarization:.6f} hartree")
print("fields and forces below in hartree/bohr (fields per e)")
print(f"field at H_M1, nuclei: {vec(nuc_fields[1])}")
print(f"field at H_M1, electrons: {vec(el_fields[1])}")
for name, f in zip(MM_NAMES, fields):
    print(f"total QM field at {name}: {vec(f)}")
for name, f in zip(MM_NAMES, force_mm):
    print(f"force on {name}: {vec(f)}")
print(f"finite-difference force on H_M1: {vec(fd_mm[1])}")
print(f"force on H_M1, frozen density: {vec(frozen_force)}")
size = np.linalg.norm(force_mm[1])
print(f"size of force on H_M1: {size:.6f} = {size * NANONEWTON:.4f} nN")
for name, a, b, c in zip(QM_NAMES, field_part, pulay, force_qm):
    print(f"{name} field part: {vec(a)}")
    print(f"{name} Pulay part: {vec(b)}")
    print(f"{name} total force: {vec(c)}")
print(f"direct MM part of Pulay force on O: {vec(pulay_mm[0])}")
print(f"sum of MM forces: {vec(force_mm.sum(axis=0))}")
print(f"sum of QM forces: {vec(force_qm.sum(axis=0))}")
print(f"sum of all forces, largest component: {np.abs(net_force).max():.1e}")
print(f"sum of all without Pulay: {vec(net_without_pulay)}")
print(f"net torque, largest: {np.abs(net_torque).max():.1e} hartree")
print(f"H_M1 moved along x: Tr v dP/dx = {response_gain:.3e}")
print(f"  Tr (h0+G) dP/dx = {response_cost:.3e}, sum = {response_mm:.1e}")
print(f"H1 moved along x: Tr F dP/dx = {response_qm:.6f}")
print(f"  -Tr W dS/dx = {overlap_term:.6f}")
print(f"basis on H_M1: charge times field {vec(ghost_field_force)}")
print(f"  Pulay force on H_M1 {vec(ghost_pulay)}")
print(f"  finite difference, basis moving {vec(fd_moving)}")
print(f"  finite difference, basis fixed {vec(fd_fixed)}")
print(f"one-step density, error of field formula: {gap_one:.1e}")
print(f"largest force deviation, MM: {error_mm:.1e}, QM: {error_qm:.1e}")
print(f"quadrature deviation, v: {error_v:.1e} hartree, field: {error_field:.1e}")
print(f"orbital-slope deviation from 4 F_ia: {error_fock:.1e} hartree")
print("verified")
```

Output:

```
O-H length 0.96 A, angle 105.0 deg, O-O distance 2.9 A
MM charges O_M, H_M1, H_M2: -0.8 0.4 0.4 e
RHF/6-31g*, basis functions: 18
position O: 0.0000 0.0000 0.0000 bohr
position H1: -1.1044 1.4393 0.0000 bohr
position H2: -1.1044 -1.4393 0.0000 bohr
position O_M: 4.8251 0.9650 2.4125 bohr
position H_M1: 3.2278 0.6456 1.6139 bohr
position H_M2: 5.5821 -0.6706 2.6192 bohr
energy without MM charges: -76.009022 hartree
energy with MM charges: -76.019114 hartree
interaction energy: -0.010093 hartree
  frozen-density part: -0.009715 hartree
  polarization part: -0.000378 hartree
fields and forces below in hartree/bohr (fields per e)
field at H_M1, nuclei: 0.599266 0.113109 0.290049
field at H_M1, electrons: -0.624065 -0.122120 -0.303946
total QM field at O_M: -0.007905 -0.002841 -0.005004
total QM field at H_M1: -0.024798 -0.009011 -0.013897
total QM field at H_M2: -0.005814 0.001208 -0.003491
force on O_M: 0.006324 0.002273 0.004003
force on H_M1: -0.009919 -0.003605 -0.005559
force on H_M2: -0.002325 0.000483 -0.001396
finite-difference force on H_M1: -0.009919 -0.003605 -0.005559
force on H_M1, frozen density: -0.009179 -0.003359 -0.005142
size of force on H_M1: 0.011928 = 0.9827 nN
O field part: 0.979912 0.003694 -0.020125
O Pulay part: -0.992017 -0.003366 0.022695
O total force: -0.012105 0.000328 0.002570
H1 field part: -0.023731 0.040915 -0.000386
H1 Pulay part: 0.032811 -0.050144 0.000480
H1 total force: 0.009080 -0.009229 0.000094
H2 field part: -0.024368 -0.039847 -0.000537
H2 Pulay part: 0.033313 0.049597 0.000825
H2 total force: 0.008945 0.009750 0.000288
direct MM part of Pulay force on O: 0.103669 -0.005445 0.050449
sum of MM forces: -0.005921 -0.000849 -0.002952
sum of QM forces: 0.005921 0.000849 0.002952
sum of all forces, largest component: 6.8e-15
sum of all without Pulay: 0.925893 0.003913 -0.024000
net torque, largest: 4.9e-11 hartree
H_M1 moved along x: Tr v dP/dx = 7.396e-04
  Tr (h0+G) dP/dx = -7.396e-04, sum = -1.0e-10
H1 moved along x: Tr F dP/dx = 0.182129
  -Tr W dS/dx = 0.182129
basis on H_M1: charge times field -0.010660 -0.003808 -0.005915
  Pulay force on H_M1 -0.000299 -0.000172 0.000041
  finite difference, basis moving -0.010959 -0.003980 -0.005874
  finite difference, basis fixed -0.010660 -0.003808 -0.005915
one-step density, error of field formula: 6.6e-05
largest force deviation, MM: 1.4e-10, QM: 3.5e-08
quadrature deviation, v: 5.0e-10 hartree, field: 1.7e-09
orbital-slope deviation from 4 F_ia: 2.6e-08 hartree
verified
```
